Escape Rates from Ramped-Current Switching Histograms without a Barrier Model

**The count falls while the rate rises**

A magnetic tunnel junction is reset and its current is raised at 10⁴ µA/s until it switches; this is done 20000 times. In the histogram, with bins 0.25 µA wide, 2070 ramps switch in the bin that starts at 28.00 µA and 226 in the bin that starts at 29.50 µA. The count has dropped ninefold, yet the escape rate that generated these synthetic data has grown from 10404 to 47546 s⁻¹. Dividing by the 327 ramps that enter the later bin repairs most of the discrepancy, but not all of it. Each bin lasts 25 µs, and

226/(327 × 25 µs) = 27600 s⁻¹,

which is still 42% below the generating rate. The remaining factor comes almost entirely from the depletion of survivors inside the bin.

**Survival and escape rate**

Let I(t) be the current, rising monotonically with known speed v = dI/dt > 0, and let S be the fraction of ramps still unswitched. Three assumptions are made. A device unswitched at current I switches during the next dt with probability Γ(I)dt, whatever its past. All ramps share the same function Γ. The ramps are independent, and only the first switch of each is recorded. The relations below hold in any consistent units, atomic units included, because they contain only currents, times and pure numbers.

The survivors at t + dt are the survivors at t that did not switch:

S(t + dt) = S(t)[1 − Γ dt], hence dS/dt = −ΓS.

The probability density of switching currents is the loss of survival per unit current, p(I) = −dS/dI. The chain rule gives dS/dt = v dS/dI = −vp. Equating the two expressions for dS/dt gives

Γ(I) = v p(I)/S(I) = −v d(ln S)/dI.

No barrier, attempt rate or temperature has entered. The speed may vary along the ramp, provided its local value is used. As a test, dS/dt = −ΓS was integrated numerically for the curved ramp I = 60 − 48 exp(−t/4 ms), in µA. At 27 µA the speed is (60 − 27)/(4 ms) = 8250 µA/s, and vp/S came out as 3091.6 s⁻¹, equal to the rate put in to the digits shown.

The identity also explains the falling count. For constant v, differentiate p = ΓS/v and use dS/dI = −ΓS/v:

dp/dI = (S/v)[dΓ/dI − Γ²/v].

The histogram therefore peaks where d(ln Γ)/dI = Γ/v. The rates inverted below for the bins at 27.00 and 28.00 µA are 3440 and 10850 s⁻¹, so the logarithmic slope is ln(10850/3440) = 1.15 per µA, with a counting error of about 0.04; the generating law gives 1.07 and places the peak at 28.13 µA. In the bin at 28.00 µA the inverted rate gives Γ/v = 1.09 per µA, and the peak is near. In the bin at 29.50 µA, Γ/v has reached 4.7 per µA while the slope is still about 1: survivors vanish faster than the rate grows.

**A bin of finite width**

Let bin k be crossed in time τ, and let S_k and S_{k+1} be the survival at its two edges. Dividing dS/dt = −ΓS by S and integrating over the bin gives

h = ∫Γ dt = ln(S_k/S_{k+1}).

The pure number h is the integrated hazard, and h/τ is the time average of Γ over the bin. If n ramps enter unswitched and d of them switch inside, the survival ratio is estimated by n/(n − d), so

Γ_k = (1/τ) ln[n/(n − d)].

The shortcut d/(nτ) instead estimates q/τ, where q = 1 − exp(−h) is the probability of switching in the bin. Relative to the true bin average it is too small by the factor

(1 − e^(−h))/h = 1 − h/2 + h²/6 − …

For small h the relative shortfall is about h/2, which is harmless only when it is well below the counting error derived in the next section. In the bin at 29.50 µA, h = 47546 s⁻¹ × 25 µs = 1.19 and the factor is 0.585. The mean of the shortcut over 200 simulated histograms, divided by the true bin average, was also 0.585. With the logarithm, the single histogram gives

ln(327/101)/(25 µs) = 1.175/(25 µs) = 47000 s⁻¹.

The bin average can be plotted at the bin centre I_c with a small error. On a uniform ramp, write x = I − I_c and expand:

Γ(I_c + x) = Γ + Γ′x + Γ″x²/2 + …

Over a bin of width ΔI the mean of x is zero and the mean of x² is ΔI²/12. The bin average therefore exceeds the central rate by

(ΔI²/24) Γ″/Γ,

relative to the central rate and to leading order in ΔI. For the bin centred at 27.125 µA the computed excess is 0.30%.

**Counting errors**

Given n entering ramps, each switches in the bin independently with probability q, so d is binomial. The part of the log-likelihood that depends on q is

ln L = d ln q + (n − d) ln(1 − q).

Setting its derivative to zero gives d/q = (n − d)/(1 − q). Multiplying out, d − dq = nq − dq, and q = d/n. Since h = −ln(1 − q) is a monotonic function of q, the most likely h is −ln(1 − d/n), which is the logarithmic estimate above. Every bin has its own h, so no assumed curve ties the bins together.

The variance of d/n is q(1 − q)/n, and dh/dq = 1/(1 − q). To leading order in 1/n,

var(h) = [q(1 − q)/n]/(1 − q)² = q/[n(1 − q)].

Replacing q by d/n gives the standard error

σ_h = √{d/[n(n − d)]}, σ_Γ = σ_h/τ.

For small h the relative error σ_h/h is close to 1/√d. Narrow bins thus have large counting errors, while the error of centring falls as ΔI². In the bin at 27.00 µA the counting error is 2.8%, far above the 0.3% centring excess, so a smaller bin would gain nothing there.

The estimate also has a bias. Let u = 1 − d/n be the observed surviving fraction, r = 1 − q its mean, and δ = u − r. Then

−ln u = −ln r − δ/r + δ²/(2r²) − …

The mean of δ is zero and the mean of δ² is qr/n. The leading bias of h is therefore

qr/(2nr²) = q/[2n(1 − q)] = var(h)/2.

For n = 100 and q = 0.3 the formula gives 0.00214. The full binomial sum, with the infinite case d = n left out, gives 0.00217, about 0.6% of h.

The standard error was tested on the 200 histograms, in bins with on average more than 50 switches and more than 50 remaining survivors. The observed scatter divided by the predicted error averaged 1.002 over these bins.

**Empty and emptied bins**

If d = 0 the estimate is zero and so is its formal error, though the true rate is not known to vanish. The chance that all n ramps survive the bin is exp(−nh). Setting it to 0.05 gives the 95% upper limit

h = ln 20/n.

If d = n the estimate is infinite. The chance that all n switch is (1 − e^(−h))ⁿ. Setting this to 0.05 gives the 95% lower limit

h = −ln(1 − 0.05^(1/n)).

In 20000 trials at each limiting hazard, the event that makes the limit fail occurred in 5.1% of cases for the upper limit with n = 200 and in 4.8% for the lower limit with n = 5. These probabilities refer to a bin chosen before the data are seen. The last occupied bin is picked by the data, and its limit has no guaranteed 95% coverage. The 5% also holds bin by bin: when many narrow empty bins are quoted, the chance that at least one upper limit fails can be much larger.

**The algorithm**

1. Record the first switching current of every ramp, and keep the number of ramps started.
2. Choose bin edges and compute the crossing time τ of each bin from the measured I(t).
3. Going upward in current, subtract earlier switches from the number of ramps to obtain n for each bin.
4. Compute Γ_k = ln[n/(n − d)]/τ and its error √{d/[n(n − d)]}/τ.
5. Keep bins with d ≥ 20 and n − d ≥ 20. Where n > 0, give limits if d = 0 or d = n; a bin that no ramp enters carries no information. Where 0 < d < 20 and n − d ≥ 20, merge with neighbours until the summed d reaches 20, using the n of the first, the summed d and the summed τ, provided at least 20 survivors remain at the end. Merging cannot raise the number left at a bin's upper edge, so leave out bins with d > 0 and 0 < n − d < 20. Because the counts decide where merging starts and stops, a merged rate carries a bias of several per cent (a factor 20/19 high for a constant rate and narrow bins). It estimates the time average over the whole merged bin; if that bin is wide, it must not be read as the rate at the centre.
6. Repeat at another ramp speed and compare the rates at equal current.

The threshold of 20 is a choice: it holds the relative error to about 1/√20 = 22% when h is small. Near the threshold it favours bins whose counts happened to fluctuate upward, so the lowest retained rates lean high. The condition n − d ≥ 20 acts the other way, and the highest retained rates lean low.

**The synthetic test**

The data were generated from

Γ = f₀ exp[−E₀(1 − I/I_c)²/kT],

where I_c now denotes the critical current, 50 µA. The barrier at zero current is E₀ = 1.55 eV, or 60 kT at T = 300 K, and f₀ = 10⁹ s⁻¹. The inversion uses none of these values. Each bin was divided into 200 short time slots, and in each slot every survivor switched with probability Γ times the slot length. The ramps start at 12 µA; the mean switching current is 27.68 µA and the standard deviation 1.12 µA.

The bin at 27.00 µA shows the arithmetic. There n = 15385 and d = 1268, so n − d = 14117 and

h = ln(15385/14117) = 0.0860,
Γ = 0.0860/(25 µs) = 3440 s⁻¹,
σ_Γ = √[1268/(15385 × 14117)]/(25 µs) = 97 s⁻¹.

The generating average is 3558 s⁻¹, 1.2 standard errors higher. Three further bins, in s⁻¹:

24.00 µA: 93 ± 14, generated from 107
28.00 µA: 10850 ± 240, generated from 10404
29.50 µA: 47000 ± 3300, generated from 47546

Twenty-seven bins are usable, from 23.25 to 30.00 µA. The mean squared residual, in units of the squared standard error, is 1.22. For independent Gaussian errors it would be 1 with a standard deviation of √(2/27) = 0.27, so the residuals are consistent with counting error alone.

Outside this window, bins that some ramps enter give limits if d = 0 or d = n, and bins with few switches can be merged as in step 5. The bin at 30.00 µA, which leaves only seven survivors, is left out. At 18.00 µA no ramp switched, and the rate is below ln 20/(20000 × 25 µs) = 6.0 s⁻¹. The generating value is 0.026 s⁻¹, so the limit is a weak one and must not be read as an estimate. In the last occupied bin, at 30.25 µA, all seven remaining ramps switched. The formula gives a lower limit of 4.2 × 10⁴ s⁻¹, against a generating value of 9.8 × 10⁴ s⁻¹.

A rate that rises and falls with current tests the independence from a barrier law. For Γ = 2000[1 + 0.8 sin(2πI/5 µA)] s⁻¹ the inversion gave 3689 ± 128 s⁻¹ near a crest, where the true average was 3574, and 483 ± 58 s⁻¹ near a trough, where it was 426. The mean squared residual was 1.10.

**Changing the ramp speed**

If the assumptions hold, Γ(I) does not depend on v. For two uniform speeds v and v′ with the same starting current,

S_v′ = exp[−(1/v′)∫Γ dI] = {exp[−(1/v)∫Γ dI]}^(v/v′) = S_v^(v/v′).

One histogram therefore predicts another without a fit. At 25.5 µA the main run has S = 0.9567. At one tenth of the speed the prediction is 0.9567¹⁰ = 0.642; the count gave 0.630, with a combined standard error of 0.010. The relative error of S is multiplied by v/v′, here 10, which limits how far the prediction can be pushed towards slow ramps.

Comparing rates directly, the bin at 26.00 µA gives 1207 ± 26, 1063 ± 48 and 1455 ± 172 s⁻¹ at 10³, 10⁴ and 10⁵ µA/s. The first two differ by 2.6 combined standard errors. All three sets were generated from the same law, so this is sampling scatter, and it warns against judging from one bin. Over all common usable bins the mean squared gap from the main run, in units of its variance, is 1.45 for the slow ramp and 1.25 for the fast one.

The comparison can expose a mixed population. Let a fraction w_j of the ramps have rate Γ_j and survival S_j. The pooled survival is S = Σw_jS_j, and its slope is −Σw_jS_jΓ_j/v. The inversion returns

Γ_app = −v d(ln S)/dI = Σw_jS_jΓ_j/Σw_jS_j,

the mean rate of the survivors. On a slow ramp the easily switched devices are gone early, and the mean is taken over the stubborn ones. For equal numbers of cells with critical currents of 48 and 52 µA and all else fixed, the apparent rate at 26 µA is 523 s⁻¹ at 10³ µA/s and 1829 s⁻¹ at 10⁵ µA/s. Agreement between speeds is necessary but not sufficient. If nearly all devices survive at both speeds, both runs return the same plain mean Σw_jΓ_j; and a constant error in the current scale shifts every curve alike.

A weaker mixture arises when the current has a random offset, fixed during each ramp, with zero mean and small variance σ². Neglecting escape near the start of the ramp, average SΓ and S over the offset to second order:

Γ_app = [SΓ + (σ²/2)(SΓ)″]/[S + (σ²/2)S″].

Dividing by Γ and keeping terms in σ² gives

Γ_app/Γ − 1 = (σ²/2)[(SΓ)″/(SΓ) − S″/S].

Since (SΓ)″ = S″Γ + 2S′Γ′ + SΓ″, the S″ terms cancel. With S′ = −SΓ/v this leaves

Γ_app/Γ − 1 = σ²[Γ″/(2Γ) − Γ′/v].

The first term is the gain from averaging a convex rate; the second is the early loss of ramps with a positive offset. For σ = 0.1 µA the computed changes are +0.7% at 24 µA, −0.4% at 28 µA and −2.0% at 29 µA.

**Relation to real junctions**

The parameters are rough values for a nanoscale tunnel junction magnetised perpendicular to its layers. The ramp takes milliseconds, far longer than nanosecond write pulses, and the inferred rates say nothing about currents outside the measured window. Real free layers may reverse non-uniformly; this changes Γ, not the inversion, as long as escape stays memoryless. For the sizes assumed here, pooling unequal cells does the most damage: in the example above it moves the apparent rate by a factor of 3.5 between ramp speeds. The ranking depends on those sizes: a random current offset with σ = 1 µA instead of 0.1 µA gives a factor of 2.7 at the same current and speeds.

Heating matters when the rate is interpreted. With an assumed resistance of 5000 Ω and thermal resistance of 1 K/µW, a current of 28 µA dissipates 3.9 µW and warms the junction by 3.9 K. With E₀ and I_c held fixed, the rate rises by 16%; in a real junction both fall on warming, so the rise would be larger. The inversion returns this heated rate correctly if the temperature follows the current without delay; a simulation with the heated law gave a mean squared residual of 1.25. Someone who knows f₀ and computes kT ln(f₀/Γ) at 300 K, however, finds a barrier 0.004 eV below the true 0.300 eV.

Other effects are smaller for these numbers. If the actual rate g relaxes as dg/dt = (Γ − g)/τ_r while Γ grows as exp(bI), the steady solution is g = Γ/(1 + bvτ_r). For an assumed τ_r of 10 ns the loss at 28 µA is 0.01%. If reverse switching is estimated by putting −I for I in the generating law, its rate at 28 µA is near 10⁻⁵⁴ s⁻¹. The field in a 1 nm oxide is 1.4 MV/cm, well below a rough breakdown field of 10 MV/cm. The precession quantum in an assumed anisotropy field of 0.3 T is 3.5 × 10⁻⁵ eV, against kT = 0.026 eV, which supports treating the escape as thermal. The numerical output also lists the bins at 23.50, 25.00 and 29.00 µA.

Calculated quantities

```
Barrier 1.55 eV = 59.96 kT at 300 K
Critical current 50.0 uA; attempt rate 1e+09 /s
20000 ramps, 10000 uA/s, from 12.0 uA, bin 0.25 uA
Time per bin 25.0 us
Switching current: mean 27.68, s.d. 1.12 uA
Bin start uA | n | d | inverted /s | error /s | hidden mean /s
23.50 | 19911 | 35 | 70.4 | 11.9 | 57.1
24.00 | 19837 | 46 | 92.9 | 13.7 | 106.7
25.00 | 19528 | 169 | 347.7 | 26.7 | 360.4
26.00 | 18413 | 483 | 1063.3 | 48.4 | 1159.9
27.00 | 15385 | 1268 | 3440.5 | 96.6 | 3558.0
28.00 | 8713 | 2070 | 10850.1 | 239.2 | 10403.8
29.00 | 1726 | 873 | 28192.1 | 974.0 | 28996.4
29.50 | 327 | 226 | 46993.6 | 3308.9 | 47545.7
Usable bins 27, from 23.25 to 30.00 uA
Mean squared residual/error, main run: 1.22
Empty bin at 18 uA: n 20000, rate < 5.99 /s (95%)
  hidden mean there 0.0263 /s
Last bin 30.25 uA: n = d = 7, limit 4.22e+04 /s
  hidden mean there 9.76e+04 /s
Curved ramp, 27 uA: v p/S 3091.6, hidden 3091.6 /s
Bin mean over centre rate at 27.125 uA: +0.301 %
Shortcut/true rate at 29.5 uA: 0.585, formula 0.585
Scatter/predicted error, 200 histograms: 1.002
Bias of h, n=100, q=0.3: 0.00217, formula 0.00214
Coverage misses: upper 0.0510, lower 0.0482
Rate in 26 uA bin at 1000 uA/s: 1207 +- 26 /s
Rate in 26 uA bin at 10000 uA/s: 1063 +- 48 /s
Rate in 26 uA bin at 100000 uA/s: 1455 +- 172 /s
Mean squared gap/error against main run: 1e3 uA/s 1.45, 1e5 uA/s 1.25
Survival at 25.5 uA, main run: 0.9567
  predicted at 1000 uA/s 0.642, counted 0.630, error 0.010
Mean squared residual/error, oscillating: 1.10
Mean squared residual/error, self-heated: 1.25
Oscillating law, bin 16.25 uA: 3689 +- 128, true 3574 /s
Oscillating law, bin 18.75 uA: 483 +- 58, true 426 /s
Mixed cells (Ic 48, 52 uA) at 26 uA: 523 /s at 1e3 uA/s, 1829 /s at 1e5 uA/s
Offset s.d. 0.1 uA, rate change at 24, 28, 29 uA: +0.74, -0.43, -2.03 %
Relaxation 10 ns: rate low by 0.0106 % at 28 uA
Resistance 5000 ohm, thermal 1 K/uW
Heating at 28 uA: 3.92 K, rate factor 1.162
Barrier at 28 uA 0.3001 eV; error if 300 K is assumed -0.0039 eV
Reverse switching at 28 uA: log10(rate in /s) = -54.4
Field in 1 nm oxide at 28 uA: 1.40 MV/cm
Precession quantum at 0.3 T: 3.47e-05 eV; kT 0.0259 eV
```
